# Free positive-energy projector kernel and the impossibility of strict localization, part 1

(Sections cited here and not found follow in the second part.)

## First half: the kernel, and its action on a confined state

Q: "Projecting onto positive energies" sounds like choosing a sign. Why should that involve position space at all?

A: Because the sign belongs to an operator that contains the momentum. Take \( \hbar = c = 1 \) and the free Dirac Hamiltonian for mass \( m > 0 \),

\[ H = \boldsymbol\alpha\cdot\mathbf p + \beta m , \qquad \mathbf p = -i\nabla , \]

acting on four-component square-integrable functions. The matrices are Hermitian and obey

\[ \alpha_i\alpha_j + \alpha_j\alpha_i = 2\delta_{ij} , \qquad \alpha_i\beta + \beta\alpha_i = 0 , \qquad \beta^2 = 1 . \]

In \( H^2 \) the cross terms between \( \boldsymbol\alpha\cdot\mathbf p \) and \( \beta m \) cancel, and so do the products with \( i \ne j \). What remains is

\[ H^2 = p^2 + m^2 = E^2 , \qquad E = \sqrt{p^2+m^2} . \]

At fixed momentum the eigenvalues are therefore \( +E \) and \( -E \), and the candidates for the two projectors are

\[ \Lambda_\pm = \tfrac12\left( 1 \pm \frac{H}{E} \right) . \]

On an eigenvector with \( H = +E \), \( \Lambda_+ \) gives 1; on one with \( H = -E \) it gives 0. Also

\[ \Lambda_+^2 = \tfrac14\left( 1 + \frac{2H}{E} + \frac{H^2}{E^2} \right) = \tfrac12\left( 1 + \frac{H}{E} \right) = \Lambda_+ . \]

\( H \) is a differential operator and acts locally. The factor \( 1/E \) is the inverse of a square root of a differential operator, and its action in position space has to be worked out.

Q: Then work it out. What function stands for \( 1/E \)?

A: Use the Fourier convention

\[ \psi(\mathbf x) = \int \frac{d^3p}{(2\pi)^3}\, e^{i\mathbf p\cdot\mathbf x}\, \hat\psi(\mathbf p) , \qquad \hat\psi(\mathbf p) = \int d^3x\, e^{-i\mathbf p\cdot\mathbf x}\, \psi(\mathbf x) . \]

Multiplication by \( 1/E(p) \) in momentum space is convolution in position space with the function \( G(r) \) whose transform is \( 1/E \).

Q: The integral of \( e^{i\mathbf p\cdot\mathbf r}/E \) over all momenta does not converge absolutely. I won't accept a formal manipulation.

A: It can be avoided by building \( G \) from integrable pieces. For fixed \( E > 0 \),

\[ \int_0^\infty \frac{d\kappa}{E^2+\kappa^2} = \frac{\pi}{2E} , \qquad\text{so}\qquad \frac1E = \frac2\pi \int_0^\infty \frac{d\kappa}{p^2+\mu^2} , \qquad \mu = \sqrt{m^2+\kappa^2} . \]

Each integrand is the transform of a Yukawa function. To see this, note that the angular integral of \( e^{-i\mathbf p\cdot\mathbf r} \) is \( 4\pi\sin(pr)/(pr) \), so that

\[ \int d^3r\, e^{-i\mathbf p\cdot\mathbf r}\, \frac{e^{-\mu r}}{4\pi r} = \frac1p \int_0^\infty \sin(pr)\, e^{-\mu r}\, dr = \frac{1}{p^2+\mu^2} . \]

Define therefore

\[ G(r) = \frac2\pi \int_0^\infty d\kappa\, \frac{e^{-\mu r}}{4\pi r} = \frac{1}{2\pi^2 r} \int_0^\infty d\kappa\, e^{-r\sqrt{m^2+\kappa^2}} . \]

All the pieces are positive. Integrated over space, each Yukawa function gives \( 1/\mu^2 \), and \( (2/\pi)\int_0^\infty d\kappa/\mu^2 = 1/m \) is finite. The order of the two integrations may then be exchanged, \( G \) is integrable, and its transform is \( 1/E \).

Q: And where do Bessel functions come in?

A: Substitute \( \kappa = m\sinh t \), for which \( d\kappa = m\cosh t\, dt \) and \( \mu = m\cosh t \). The modified Bessel functions are

\[ K_\nu(x) = \int_0^\infty e^{-x\cosh t} \cosh(\nu t)\, dt , \]

so the integral over \( \kappa \) is \( mK_1(mr) \), and

\[ G(r) = \frac{m K_1(mr)}{2\pi^2 r} . \]

Q: You still need \( H/E \), which means a gradient of this. I want to see the derivative of \( K_1(x)/x \) derived.

A: Differentiating the integral for \( K_1 \) and using \( \cosh^2 t = \tfrac12(1+\cosh 2t) \) gives

\[ K_1'(x) = -\int_0^\infty e^{-x\cosh t}\cosh^2 t\, dt = -\tfrac12\,( K_0 + K_2 ) . \]

A second relation follows from \( \cosh 2t - 1 = 2\sinh^2 t \). One factor \( \sinh t\, e^{-x\cosh t} \) is \( -(1/x) \) times the \( t \)-derivative of \( e^{-x\cosh t} \). Integration by parts, with vanishing boundary terms, then gives

\[ K_2 - K_0 = 2\int_0^\infty e^{-x\cosh t}\sinh^2 t\, dt = \frac2x \int_0^\infty e^{-x\cosh t}\cosh t\, dt = \frac{2K_1}{x} . \]

Together,

\[ K_1' - \frac{K_1}{x} = -\tfrac12(K_0+K_2) - \tfrac12(K_2-K_0) = -K_2 , \qquad \frac{d}{dx}\frac{K_1}{x} = \frac1x\left( K_1' - \frac{K_1}{x} \right) = -\frac{K_2}{x} . \]

Now write \( G = (m^2/2\pi^2)\, K_1(x)/x \) with \( x = mr \). The chain rule supplies one factor \( m \):

\[ \frac{dG}{dr} = \frac{m^3}{2\pi^2}\left( -\frac{K_2(mr)}{mr} \right) = -\frac{m^2}{2\pi^2 r}\, K_2(mr) . \]

With \( \hat{\mathbf r} = \mathbf r/r \), the gradient is \( \hat{\mathbf r}\, dG/dr \), and for \( r > 0 \)

\[ (-i\boldsymbol\alpha\cdot\nabla + \beta m)\, G = \frac{m^2}{2\pi^2 r}\left[ \beta K_1(mr) + i\boldsymbol\alpha\cdot\hat{\mathbf r}\, K_2(mr) \right] . \]

The sign of the second term is positive because \( -i \) meets the minus sign of \( dG/dr \).

Q: "For \( r > 0 \)" hides the difficulty. \( K_2 \) is very singular at the origin. How do you know that no extra delta function sits there?

A: First the size of the singularity. With \( v = \sinh t \), \( K_1 = \int_0^\infty e^{-x\sqrt{1+v^2}}\, dv \), which behaves as \( 1/x \) for small \( x \). Since \( K_2 = K_0 + 2K_1/x \) and \( K_0 \) grows only logarithmically, \( K_2 \) behaves as \( 2/x^2 \). Hence \( G \approx 1/(2\pi^2r^2) \), which is integrable, while its gradient goes as \( 1/r^3 \), which is not absolutely integrable.

Let \( G \) act on a smooth, rapidly decreasing function \( \phi \). The gradient can be put on \( \phi \), where nothing is singular:

\[ \nabla\int d^3r\, G(r)\,\phi(\mathbf x-\mathbf r) = -\int d^3r\, G(r)\, \nabla_{\mathbf r}\,\phi(\mathbf x-\mathbf r) . \]

Remove a ball of radius \( \varepsilon \) around \( \mathbf r = 0 \), which costs nothing as \( \varepsilon \to 0 \), and integrate by parts. The normal pointing out of the remaining region is \( -\hat{\mathbf r} \), so the right side becomes

\[ \int_{r>\varepsilon} d^3r\, (\nabla G)\,\phi(\mathbf x-\mathbf r) + \oint_{r=\varepsilon} dS\, \hat{\mathbf r}\, G(\varepsilon)\, \phi(\mathbf x-\varepsilon\hat{\mathbf r}) . \]

In the surface term expand \( \phi \) about \( \mathbf x \). The constant part multiplies \( \oint \hat{\mathbf r}\, dS = 0 \). The next part is of order \( G(\varepsilon)\cdot\varepsilon\cdot\varepsilon^2 \sim \varepsilon \) and vanishes in the limit. No contact term survives, and the volume integral is a principal value: spheres are excluded and then shrunk. It converges because the singular factor \( \hat{\mathbf r}/r^3 \) is odd and averages to zero over directions.

Q: So what is the complete kernel?

A: Define it by \( (\Lambda_+\psi)(\mathbf x) = \int d^3x'\, \Lambda_+(\mathbf x-\mathbf x')\,\psi(\mathbf x') \). Half of the unit operator and half of \( H/E \) give

\[ \Lambda_+(\mathbf r) = \tfrac12\,\delta^3(\mathbf r) + \frac{m^2}{4\pi^2 r}\left[ \beta K_1(mr) + i\boldsymbol\alpha\cdot\hat{\mathbf r}\, K_2(mr) \right] , \]

with the \( K_2 \) term taken as a principal value. For \( \Lambda_- \) the sign of the bracket is reversed. The derivation used smooth functions. Since \( \Lambda_+ \) never increases a norm, its values on them fix it on all square-integrable functions.

Q: Two signs, a factor of one half and a principal value leave many places to go wrong. Is there a check that doesn't repeat your algebra?

A: Yes. The matrix \( H(\mathbf p) \) can be diagonalized numerically at each momentum and the projector assembled from its two eigenvectors of positive energy. This was applied to a Gaussian of unit height times a generic complex spinor, and the result transformed back to a point inside the Gaussian. The kernel was integrated against the same function. That point feels the delta function, the principal value and both matrix terms. The four components agree to \( 3\times10^{-12} \) in absolute value.

Q: What does the kernel look like in numbers?

A: Measure length in reduced Compton wavelengths, \( L = 1/m \), which is 386.16 fm for an electron. Then \( m = 1 \). At \( r = 0.1\,L \) the coefficients of \( \beta \) and \( i\boldsymbol\alpha\cdot\hat{\mathbf r} \) are 2.50 and \( 50.5\,L^{-3} \). The short-distance forms \( 1/(4\pi^2r^2) = 2.53 \) and \( 1/(2\pi^2r^3) = 50.7 \) are already close. The mass has dropped out of the larger one, as it should at distances where the momenta that matter are large compared with \( m \).

At large \( x \), only small \( t \) counts in the integral for \( K_\nu \). There \( \cosh t \approx 1+t^2/2 \), and every \( K_\nu \) tends to \( \sqrt{\pi/2x}\; e^{-x} \). At \( r = 5\,L \) the coefficients are \( 2.05\times10^{-5} \) and \( 2.69\times10^{-5}\,L^{-3} \). The projector thus connects points over a range of about one reduced Compton wavelength.

Q: A kernel with a tail need not produce a state with a tail. Contributions from different source points could cancel outside.

A: That is a fair objection, and the general answer needs a separate argument. A specific case can be settled now. Use the standard representation, in which \( \beta \) is \( +1 \) on the upper two components and \( -1 \) on the lower two, and \( \boldsymbol\alpha \) exchanges the pairs with a factor \( \boldsymbol\sigma \). Take a state with upper part \( f(r)\chi \), where \( \chi \) is a constant spin-up spinor, and lower part zero. With \( w = (1/E)f \), the projector gives

\[ \text{upper: } \tfrac12( f + m w )\chi , \qquad \text{lower: } \tfrac12\,\boldsymbol\sigma\cdot(-i\nabla w)\,\chi = -\tfrac i2\, w'(r)\, \boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi . \]

Because \( (\boldsymbol\sigma\cdot\hat{\mathbf r})^2 = 1 \), the density of the projected state is \( \tfrac14[(f+mw)^2 + w'^2] \) before normalization.

Next, \( w \) itself. For a source point at radius \( s \), let \( t \) be its distance from the field point and \( c \) the cosine of the angle between them. From \( t^2 = r^2+s^2-2rsc \) one has \( |dc| = t\,dt/(rs) \), so

\[ w(r) = \frac{2\pi}{r}\int_0^\infty ds\, s f(s) \int_{|r-s|}^{r+s} t\, G(t)\, dt . \]

Here \( tG = mK_1(mt)/(2\pi^2) \), and the integral formula gives \( K_0' = -K_1 \). Therefore

\[ w(r) = \frac{1}{\pi r}\int_0^\infty ds\, s f(s)\left[ K_0(m|r-s|) - K_0(m(r+s)) \right] . \]

\( K_0 \) decreases with its argument, so the bracket is positive. If \( f \ge 0 \) is not identically zero, \( w > 0 \) at every \( r \). Outside the source the upper component is \( \tfrac12 mw\chi \), and it vanishes nowhere.

Q: Give me an actual state and actual probabilities.

A: Take \( f = N(1-r^2)^2 \) for \( r < 1 \) and zero beyond, in units of \( L \). Normalization requires

\[ 4\pi N^2 \int_0^1 r^2(1-r^2)^4\, dr = 4\pi N^2 \cdot 0.036941 = 1 , \qquad N = 1.4677\,L^{-3/2} . \]

Its positive-energy weight is the expectation value of \( \Lambda_+ \). The \( \boldsymbol\alpha \) term does not contribute, since it links upper to lower components, and \( \beta = 1 \). This leaves

\[ P_+ = \tfrac12\left( 1 + \langle m/E\rangle \right) = 0.677 . \]

The other 0.323 is negative-energy weight, although the state is at rest on average. Confinement to the unit ball brings in momenta above \( m \), for which \( m/E \) is well below 1.

After projection and division of the density by \( P_+ \), the probability outside the ball is 0.0317, obtained from the formula with \( K_0 \) and its derivative. The probability inside, obtained with \( w \) computed from its Fourier integral, is 0.9683. The two were tested to add to 1, and they do so within \( 3\times10^{-9} \). Beyond \( 2\,L \), or 772 fm for an electron, there remains \( 8.8\times10^{-4} \); beyond \( 5\,L \), \( 5.3\times10^{-7} \).

## Second half: why strict confinement fails

The symbols carry over: \( H = \boldsymbol\alpha\cdot\mathbf p+\beta m \), \( E = \sqrt{p^2+m^2} \), \( \Lambda_\pm = \tfrac12(1\pm H/E) \), and \( L = 1/m \) is the unit of length in the example. The operator \( 1/E \) is a superposition of Yukawa functions,

\[ G(r) = \frac{1}{2\pi^2r}\int_0^\infty d\kappa\, e^{-\mu r} = \frac{mK_1(mr)}{2\pi^2r} , \qquad \mu = \sqrt{m^2+\kappa^2} . \]

For a state with upper part \( f(r)\chi \) and no lower part, \( w = (1/E)f \), and the projected density is \( \tfrac14[(f+mw)^2+w'^2]/P_+ \). The example is \( f = N(1-r^2)^2 \) in the unit ball, with \( P_+ = 0.67661 \).

Q: One positive profile leaks when projected. Perhaps a cleverly chosen four-component state has positive energy and still vanishes outside some ball.

A: It cannot. The full claim is somewhat stronger. Suppose \( \Lambda_+\psi = \psi \), and suppose \( e^{b|\mathbf x|}\psi \) is square integrable for some \( b > m \). Then \( \psi = 0 \). A square-integrable state that vanishes outside a bounded region meets the second condition for every \( b \), so it is covered.

The positive-energy projector has been shown to link points over a range of about one reduced Compton wavelength, and in the example it gives a confined state a tail outside its ball. It remains to prove the general claim that no nonzero positive-energy state can be strictly confined, or even decay faster than the stated exponential threshold.
